# Two identical molecular branches in parallel: conductance doubled or quadrupled?

## Question

I am modelling a molecule that bridges two electrodes. A node site L is attached to the left electrode and a node site R to the right one, and a short chain of three sites connects L to R. The chain levels lie well above the Fermi energy, so electrons tunnel through. The low-bias conductance comes out as 12.6 nS.

I then add a second, identical chain between the same two nodes. Two equal conductors in parallel should give twice the conductance, about 25 nS. My program gives 47.6 nS. There is no direct coupling between the chains.

Is this a bug? If not, where does the extra current come from, and when may I add conductances as in an ordinary circuit?

## Answer

It is not a bug. Adding conductances means adding probabilities, but your two chains are alternative paths between the same initial and final states, so their amplitudes add. Two equal amplitudes give twice the amplitude and four times the probability. This factor belongs to a limit, weak coupling of the chains to the nodes, which your junction nearly reaches. Outside that limit the ratio can be smaller than four, even smaller than one, and it can also be larger than four.

### The model and its transmission

I assume non-interacting electrons with spin degeneracy, orthogonal sites, no dephasing, and low temperature and bias. Then

\[
G=\frac{2e^2}{h}\,T(E),\qquad T=\mathrm{Tr}\left[\Gamma_L\mathcal G\,\Gamma_R\mathcal G^\dagger\right],
\]

with \(E\) the Fermi energy and \(\mathcal G\) the retarded Green function of the molecule attached to its leads. Each node has energy \(e_n\) and feeds one single-channel lead, which adds \(-i\Gamma/2\) to the node energy, with \(\Gamma\) independent of energy. Each matrix \(\Gamma_{L,R}\) then has one non-zero entry, and the trace reduces to \(T=\Gamma^2|\mathcal G_{RL}|^2\).

Let \(m\) identical branches connect the nodes. A branch has Hamiltonian \(h_b\) and sites \(1,\dots,N\); site 1 couples to L and site \(N\) to R, both with real amplitude \(t\). The branch is mirror-symmetric. Its own Green function is \(g=(E-h_b)^{-1}\), which is real and finite when \(E\) is not a branch level.

Place a unit source on L. On each branch the equation \((E-h_b)\mathcal G_{\text{branch},L}=t\,(|1\rangle\mathcal G_{LL}+|N\rangle\mathcal G_{RL})\) gives, at the two end sites,

\[
\mathcal G_{1L}=t\,(g_{11}\mathcal G_{LL}+g_{1N}\mathcal G_{RL}),\qquad
\mathcal G_{NL}=t\,(g_{1N}\mathcal G_{LL}+g_{11}\mathcal G_{RL}),
\]

where mirror symmetry was used to write \(g_{NN}=g_{11}\). Define

\[
\sigma=t^2g_{11},\qquad \tau=t^2g_{1N},\qquad D_m=E-e_n-m\sigma+\tfrac{i}{2}\Gamma .
\]

Here \(\sigma\) is the shift that one branch gives to a node level, and \(\tau\) is the effective hopping from node to node through one branch. Inserting the end-site values into the two node equations, with the \(m\) equal contributions summed, gives

\[
D_m\mathcal G_{LL}-m\tau\,\mathcal G_{RL}=1,\qquad
-m\tau\,\mathcal G_{LL}+D_m\mathcal G_{RL}=0 .
\]

The second equation gives \(\mathcal G_{LL}=D_m\mathcal G_{RL}/(m\tau)\). Substitution into the first gives \(\mathcal G_{RL}=m\tau/(D_m^2-m^2\tau^2)\), so

\[
T_m=\frac{\Gamma^2m^2\tau^2}{|D_m^2-m^2\tau^2|^2},\qquad
R\equiv\frac{T_2}{T_1}=4\,\frac{|D_1^2-\tau^2|^2}{|D_2^2-4\tau^2|^2}.
\]

The factor 4 is the square of the doubled hopping. The remaining fraction describes how the branches alter the nodes. It tends to 1 when \(|\sigma|\) and \(|\tau|\) are much smaller than \(|E-e_n+i\Gamma/2|\). In the same limit \(m\) branches give \(m^2\).

### Your numbers

These round parameters reproduce your values: \(E=e_n=0\), \(\Gamma=1\) eV, \(t=-0.3\) eV, and three branch sites at \(\varepsilon=2\) eV with internal hopping \(h=-0.5\) eV. With \(x=E-\varepsilon=-2\) eV,

\[
E-h_b=\begin{pmatrix}x&-h&0\\-h&x&-h\\0&-h&x\end{pmatrix},\qquad
\det(E-h_b)=x(x^2-2h^2).
\]

Dividing the cofactors by the determinant gives

\[
g_{11}=\frac{x^2-h^2}{x(x^2-2h^2)}=\frac{3.75}{-7}=-0.5357\ \text{eV}^{-1},\qquad
g_{13}=\frac{h^2}{x(x^2-2h^2)}=\frac{0.25}{-7}=-0.0357\ \text{eV}^{-1}.
\]

Multiplication by \(t^2=0.09\) eV² gives \(\sigma=-0.0482\) eV and \(\tau=-0.00321\) eV. The denominators \(|D_m^2-m^2\tau^2|\) are 0.2523 eV² for one branch and 0.2593 eV² for two. Hence

\[
T_1=\left(\frac{0.003214}{0.2523}\right)^2=1.62\times10^{-4},\qquad
T_2=\left(\frac{2\times0.003214}{0.2593}\right)^2=6.14\times10^{-4}.
\]

With \(2e^2/h=77\,481\) nS these are 12.6 nS and 47.6 nS. The ratio is \(4\,(0.2523/0.2593)^2=3.79\). It falls short of 4 because the second branch shifts the node levels further from \(E\). At \(t=-0.01\) eV the computed ratio is 4.000 for two branches and 9.000 for three.

### Where the extra current flows

Combine equivalent sites \(j\) of branches \(a\) and \(b\) into \((|j,a\rangle\pm|j,b\rangle)/\sqrt2\). Node L couples to the first "plus" state with \((t+t)/\sqrt2=\sqrt2\,t\), and to the first "minus" state with \((t-t)/\sqrt2=0\). The same holds at R. Since the branches are identical, the plus states form a chain with the original \(h_b\). The pair is therefore equivalent to one branch with coupling \(\sqrt2\,t\). Tunnelling through it uses this coupling once at each end, so the effective hopping \(\tau\) grows by \((\sqrt2)^2=2\). For weak coupling the transmission amplitude grows by the same factor; in your junction, where the node shift \(\sigma\) doubles as well, it grows by \(\sqrt{3.79}\approx1.95\).

The current in each real branch shows the same thing. Let \(\psi=\sqrt\Gamma\,\mathcal G|L\rangle\), so that \(T=\Gamma|\psi_R|^2\). The equation at R is

\[
(E-e_n+\tfrac{i}{2}\Gamma)\psi_R=\sum_{\text{branches}}t\,\psi_N .
\]

Multiply by \(2\psi_R^*\) and take the imaginary part:

\[
\Gamma|\psi_R|^2=\sum_{\text{branches}}2\,\mathrm{Im}(\psi_R^*\,t\,\psi_N).
\]

Each term is the current one branch delivers, expressed as a transmission. The end-site relation above gives \(t\psi_N=\tau\psi_L+\sigma\psi_R\). As \(\sigma\) is real, its term drops out, and the branch current is \(2\tau\,\mathrm{Im}(\psi_R^*\psi_L)\). In the weak-coupling limit \(\psi_L\) hardly changes when the second branch is added, whereas \(\psi_R\) doubles. So each branch carries twice the current it carried alone.

In your junction a branch carries \(1.62\times10^{-4}\) alone and \(3.07\times10^{-4}\) in the pair, a factor of 1.89. Charge is conserved: the pair transmits more of the incoming electrons and reflects fewer.

### Is four the maximum?

It is when the Fermi energy equals the node energy. Then \(D_m=-m\sigma+i\Gamma/2\), and the denominator factorises as \((D_m-m\tau)(D_m+m\tau)\). The squared moduli of the factors are \(m^2(\sigma\pm\tau)^2+\Gamma^2/4\), so

\[
R=4\prod_{s=\sigma\pm\tau}\frac{s^2+\Gamma^2/4}{4s^2+\Gamma^2/4}.
\]

Each fraction lies between \(1/4\) and 1, hence \(1/4\le R\le4\) for mirror-symmetric branches. Strengthening the node–branch coupling in your model moves \(R\) through this range:

- \(t=-0.1\) eV: \(R=3.997\)
- \(t=-0.6\) eV: \(R=2.07\)
- \(t=-1.0\) eV: \(R=0.59\)
- \(t=-2.0\) eV: \(R=0.27\)

In the last two cases the second branch lowers the conductance, because the added node shift outweighs the gain in hopping. The value near 2 at \(t=-0.6\) eV does not mean that the branches are independent; it is a point on the way down.

If \(e_n\ne E\), the shift can instead bring the nodes closer to \(E\). Take \(e_n=0.5\) eV and \(t=-0.5\) eV, so that \(\sigma=0.25\times(-0.5357)=-0.134\) eV. The real part of \(D_m\) is \(-0.5+0.134=-0.366\) eV for one branch and \(-0.5+0.268=-0.232\) eV for two. Neglecting \(\tau^2\),

\[
R\approx4\left(\frac{0.366^2+0.25}{0.232^2+0.25}\right)^2\approx6.4 ,
\]

and the full calculation gives 6.38. So "up to a factor four" is not a general bound.

### Evidence that this is interference

Let a magnetic flux through the loop add a phase \(\varphi\) to one branch. The hopping between the nodes becomes \(\tau(1+e^{i\varphi})\), while \(\sigma\), which involves going out and back through the same bond, is unchanged. Since

\[
|\tau(1+e^{i\varphi})|^2=\tau^2(2+2\cos\varphi)=4\tau^2\cos^2(\varphi/2),
\]

the weak-coupling ratio is \(R\approx4\cos^2(\varphi/2)\). At \(\varphi=\pi\) the transmission vanishes although both branches are intact. Averaged over \(\varphi\), \(\cos^2(\varphi/2)\) gives \(1/2\) and the ratio is 2, the sum of the separate conductances. For your parameters the average is 1.89. For a molecule this is a test to run in the calculation, not in the laboratory: \(\varphi=\pi\) needs a flux \(h/2e\) through the loop, which is about \(2\times10^3\) T for a loop area of 1 nm².

### When conductances add

**Separate lead channels.** The factor four needs a shared lead channel at both ends; if the branches use independent channels at either end, the weak-coupling conductances add, and in the same weak-coupling limit a partial positive overlap of the channels at both ends gives a value between two and four. At \(E=e_n\), eliminating a node leaves the self-energy \(t^2/(i\Gamma/2)=-2it^2/\Gamma\) on the branch end. Written as \(-i\gamma/2\), this is a width \(\gamma=4t^2/\Gamma\), here 0.36 eV. For two branches I generalise the width matrices to

\[
\Gamma_{L}=\gamma\begin{pmatrix}1&s_L\\s_L&1\end{pmatrix},\qquad
\Gamma_{R}=\gamma\begin{pmatrix}1&s_R\\s_R&1\end{pmatrix},
\]

where \(s\) is the overlap of the lead channels used by the two branches: 1 for a shared node, 0 for independent channels. To lowest order in \(\gamma\) an electron crosses within one branch with amplitude \(g_{1N}\). Each diagonal element of \(\Gamma_L\Gamma_R\) is \(\gamma^2(1+s_Ls_R)\), so

\[
T_2\approx g_{1N}^2\,\mathrm{Tr}[\Gamma_L\Gamma_R]=2\gamma^2g_{1N}^2(1+s_Ls_R),\qquad R\approx2(1+s_Ls_R).
\]

If the branches share a channel on the left but end in independent channels on the right, the final states are distinguishable and \(R\approx2\). For \(\gamma=0.36\) eV the full ratios are 2.00 with no sharing, 1.95 with sharing at one end, and 3.79 with sharing at both.

**A bias window over a resonance.** Near a branch level \(E_r\) the weak-tunnelling argument fails. To see what replaces it, write \(D_m=d+i\Gamma/2\) with \(d\) real. Expanding the squared modulus gives

\[
|D_m^2-m^2\tau^2|^2=\Gamma^2m^2\tau^2+\left(d^2-m^2\tau^2+\tfrac14\Gamma^2\right)^2 ,
\]

so \(T_m\le1\) for any number of branches. A single-branch peak that already reaches 1 cannot be quadrupled.

The width can still grow. Let \(|c_1|^2\) be the weight of the level on an end site. For weak coupling, each node gives the level a width equal to \(|c_1|^2\) times \(-2\) times the imaginary part of \(t^2/(E_r-e_n+i\Gamma/2)\):

\[
\gamma_r=\frac{t^2|c_1|^2\,\Gamma}{(E_r-e_n)^2+\Gamma^2/4}.
\]

The real part of the same expression, summed over the two nodes, shifts the level by \(\Delta=2(E_r-e_n)\gamma_r/\Gamma\). With equal widths at both ends, an isolated peak is \(T=\gamma_r^2/[(E-E_r-\Delta)^2+\gamma_r^2]\), and its area is \(\pi\gamma_r\). The shift vanishes with \(t^2\), but it need not be small compared with the width: for your lowest level \(\Delta\approx2.6\,\gamma_r\). The pair has \(t^2\to2t^2\), hence twice the shift, twice the width and twice the area. The two peaks therefore sit at different energies: at the single-branch peak the pair transmits only \(4/(2.6^2+4)\approx0.37\). At zero temperature, and if the bias does not alter \(T(E)\), the current is \((2e/h)\) times the integral of \(T\) over the bias window. For weak coupling, a window that extends many widths beyond the shifted peak in both cases therefore gives about twice the current.

For your lowest level, at 1.29 eV, and a weaker coupling \(t=-0.05\) eV, the areas within a window 0.6 eV wide centred on the level are 1.019 and 2.031 meV, against \(\pi\gamma_r=1.022\) meV and \(2\pi\gamma_r=2.044\) meV. Both peaks reach \(T=1.000\), and the area ratio is 1.99. At \(t=-0.1\) eV the areas are 4.036 and 7.969 meV, which lie 1.3% and 2.5% below the weak-coupling values 4.087 and 8.175 meV, and the area ratio is 1.97. This relative shortfall drops about fourfold when \(t\) is halved, so the doubling is a weak-coupling limit; it was not computed for \(t=-0.3\) eV.

### If the branches are not identical

For weak coupling, amplitudes still add, but with their signs. Off resonance and without flux, the effective hoppings \(\tau_a\) and \(\tau_b\) are real, so

\[
T\approx\left(\sqrt{T_a}\pm\sqrt{T_b}\right)^2,
\]

with plus for equal signs of \(\tau_a\) and \(\tau_b\) and minus for opposite signs. Near cancellation the minus case is a small difference, so even small node shifts can change it by a large fraction; there one should add \(\tau_a+\tau_b\) and \(\sigma_a+\sigma_b\) in the full formula instead.

Suppose the second chain has its sites at 3 eV instead of 2 eV. Alone it conducts 0.96 nS. The plain sum is 13.5 nS, the amplitude rule gives 20.5 nS, and the full calculation gives 19.8 nS.

Now put its sites at \(-2\) eV. Alone it again conducts 12.6 nS, but \(g_{13}\) is odd in \(x\), so \(\tau_b=-\tau_a\). The summed hopping is zero, and the pair does not conduct at the Fermi energy within this model. Equal separate conductances therefore do not fix the conductance of the pair; the relative sign of the amplitudes matters too.

### What to check in your junction

Before expecting a factor near four, check that the Fermi energy is far from the branch levels, that \(\sigma\) and \(\tau\) are small compared with \(|E-e_n+i\Gamma/2|\), that both ends share a lead channel, and that the two amplitudes have the same sign and size. How small \(\sigma\) must be depends on alignment. At \(E=e_n\) the correction to \(R\) is of second order in \(\sigma\); otherwise it is of first order, \(R\approx4\,[1+4\sigma(E-e_n)/|E-e_n+i\Gamma/2|^2]\). With \(t=-0.3\) eV and \(e_n=\pm0.5\) eV, \(|\sigma|\) is only 7% of \(|E-e_n+i\Gamma/2|\), yet the formula for \(T_m\) gives \(R=4.84\) and \(3.30\). A real part of the lead self-energy, absent in this wide-band model, acts like such a shift of \(e_n\). Electron–electron interaction, dephasing, and direct coupling between the chains are outside this model and need their own treatment. The numerical check compares the reduced formula for \(T_m\) with the full-matrix calculation for one, two and three branches, on and off alignment.

## Values computed for the example and the checks

```
conductance quantum 2e^2/h = 77480.92 nS
branch: 3 sites, energy 2.0 eV, hopping -0.5 eV
node width Gamma = 1.0 eV, node energy 0 eV, coupling t = -0.3 eV
g_11 = -0.53571 1/eV, g_13 = -0.03571 1/eV
sigma = -0.048214 eV, tau = -0.003214 eV
m = 1: |D^2 - m^2 tau^2| = 0.252335 eV^2
m = 2: |D^2 - m^2 tau^2| = 0.259337 eV^2
one branch: T = 1.6226e-04, G = 12.572 nS
two branches: T = 6.1447e-04, G = 47.610 nS
ratio two/one = 3.7869
t = -0.01 eV, 2 branches: ratio = 4.00000
t = -0.01 eV, 3 branches: ratio = 9.00000
t = -0.1 eV: T1 = 2.040e-06, T2 = 8.156e-06, ratio = 3.9972
t = -0.6 eV: T1 = 2.002e-03, T2 = 4.155e-03, ratio = 2.0747
t = -1.0 eV: T1 = 4.425e-03, T2 = 2.623e-03, ratio = 0.5928
t = -2.0 eV: T1 = 8.771e-04, T2 = 2.375e-04, ratio = 0.2708
2000 random aligned cases: ratio from 0.2501 to 3.9998
node energy 0.5 eV, t = -0.5 eV: T1 = 5.405e-04, T2 = 3.448e-03
  ratio = 6.3793 (above four)
branch current as transmission: alone 1.6226e-04, in pair 3.0723e-04
  each branch carries 1.8935 times its solo current
flux phase pi/2: ratio = 1.8937; phase pi: 3.1e-31
flux-averaged ratio = 1.8936
branch-end width 4t^2/Gamma = 0.360 eV
overlaps s_L = 0, s_R = 0: ratio = 2.0000, weak limit 2.0000
overlaps s_L = 1, s_R = 0: ratio = 1.9461, weak limit 2.0000
overlaps s_L = 0.5, s_R = 0.5: ratio = 2.4524, weak limit 2.5000
overlaps s_L = 1, s_R = 0.5: ratio = 2.8857, weak limit 3.0000
overlaps s_L = 1, s_R = 1: ratio = 3.7869, weak limit 4.0000
second branch at 3.0 eV: alone 0.958 nS, pair 19.799 nS
  amplitude rule 20.470 nS, plain sum 13.530 nS
second branch at -2.0 eV: alone 12.572 nS, pair 3.8e-31 nS
resonance: level 1.2929 eV, end weight 0.2500, window 0.6 eV
t = -0.1 eV, m = 1: peak T = 1.0000, area = 4.036 meV, m*pi*gamma_r = 4.087 meV
t = -0.1 eV, m = 2: peak T = 1.0000, area = 7.969 meV, m*pi*gamma_r = 8.175 meV
  area ratio = 1.9748
t = -0.05 eV, m = 1: peak T = 1.0000, area = 1.019 meV, m*pi*gamma_r = 1.022 meV
t = -0.05 eV, m = 2: peak T = 1.0000, area = 2.031 meV, m*pi*gamma_r = 2.044 meV
  area ratio = 1.9936
```
